# Optimum carrier density and break-even condition for semiconductor laser cooling

Take a semiconductor in which every absorbed pump photon creates one electron-hole pair and every photon emitted inside leaves the sample. The pump photon has energy $\hbar\omega$, and the escaping photons have mean energy $\hbar\omega_f$, slightly larger than $\hbar\omega$. If every pair recombined by emitting light, each pump photon would be replaced by one of energy $\hbar\omega_f$, and the difference $\hbar(\omega_f-\omega)$ would come from the heat of the crystal. Some pairs recombine without light, however, and each of these leaves its whole energy, about fifty times larger in the example below, as heat.

Let the material be undoped and uniformly excited, with electron and hole densities both equal to $N$. Per unit volume and time, $AN$ pairs are lost at defects and surfaces, $BN^2$ recombine with emission of light, since an electron must meet a hole, and $CN^3$ recombine by the Auger process, in which a third carrier takes up the energy. The fraction that emits is

$$
W=\frac{BN^2}{AN+BN^2+CN^3}=\frac{1}{1+\dfrac{1}{B}\left(\dfrac{A}{N}+CN\right)} .
$$

The second form follows on dividing numerator and denominator by $BN^2$. Defects win at low density and Auger recombination at high density. Between them the bracket has a minimum, which is found by completing a square:

$$
\frac{A}{N}+CN=2\sqrt{AC}+\left(\sqrt{\frac{A}{N}}-\sqrt{CN}\right)^2 .
$$

The cross term of the square is $-2\sqrt{AC}$, which the first term on the right cancels. The square vanishes when $A/N=CN$ and is positive otherwise. For constant positive $A$, $B$ and $C$, the emitting fraction therefore has a single maximum, at

$$
N_0=\sqrt{A/C},\qquad W(N_0)=\frac{1}{1+2\sqrt{AC}/B}.
$$

At this density the two nonradiative losses are equal, $AN_0=CN_0^3$. The coefficient $B$ affects the height of the maximum but not its place.

In a flat slab whose refractive index is much higher than that of its surroundings, most of the emitted light meets the surface too obliquely to leave and is trapped by total internal reflection. Let $\eta_e$, with $0<\eta_e\le 1$, be the fraction of emitted photons that finally escape, after any number of reflections but before being absorbed. Of the trapped remainder $1-\eta_e$, let a share $s$ be absorbed parasitically, for instance in a contact or a mirror, and turned into heat, while the share $1-s$ is absorbed by the semiconductor and creates new pairs. A photon emitted by such a new pair counts as a new emission, with the same chances. The probability that an emitted photon regenerates a pair is thus

$$
r=(1-\eta_e)(1-s).
$$

A pair created by the pump emits with probability $W$, and the photon escapes with probability $\eta_e$. With probability $Wr$ the pair is instead replaced by a new one, and the sequence starts again. The total probability that the excitation leaves as light is the sum over generations,

$$
\eta_{\rm ext}=W\eta_e\left[1+Wr+(Wr)^2+\dots\right]=\frac{W\eta_e}{1-Wr}.
$$

The series converges because $Wr<1$. Multiplying numerator and denominator by $AN+BN^2+CN^3$ gives

$$
\eta_{\rm ext}=\frac{\eta_eBN^2}{AN+(1-r)BN^2+CN^3}.
$$

The coefficient of the radiative term is

$$
D\equiv 1-r=1-(1-\eta_e)+s(1-\eta_e)=\eta_e+s(1-\eta_e),
$$

which is the probability that an emitted photon is lost to the carriers, either by escape or parasitically. The denominator is accordingly the net loss rate of pairs, and in a steady state it equals the rate $G$ at which the pump creates them:

$$
G=AN+DBN^2+CN^3 .
$$

Since $G$ grows steadily with $N$, each density belongs to one generation rate, and the pump intensity can be used to choose $N$. This requires that the pump transition still absorbs at that density, so $N$ must lie below the density at which the material becomes transparent to the pump.

The pump light may also be absorbed by processes that only heat the sample. Let $\eta_{\rm abs}$ be the fraction of the absorbed pump power that creates pairs. The total absorbed power density is then $\hbar\omega G/\eta_{\rm abs}$. In the steady state the energy stored in the sample is constant. Apart from heat supplied by the surroundings, energy enters as absorbed pump light and leaves as escaping luminescence. The heat removed per unit volume and time is their difference,

$$
P=\hbar\omega_f\,\eta_eBN^2-\frac{\hbar\omega G}{\eta_{\rm abs}} .
$$

The energies of the photons reabsorbed inside do not enter, because these photons do not cross the boundary. The cooling efficiency $\eta_c$ is defined as $P$ divided by the total absorbed pump power. Using $\eta_eBN^2/G=\eta_{\rm ext}$,

$$
\eta_c=\eta_{\rm abs}\frac{\omega_f}{\omega}\eta_{\rm ext}-1 .
$$

A positive value means cooling and a negative value means heating.

Suppose now that $A$, $B$, $C$, $\eta_e$, $s$, $\eta_{\rm abs}$, $\omega$ and $\omega_f$ do not depend on $N$. Then $\eta_c$ is greatest where $\eta_{\rm ext}$ is greatest. Division by $BN^2$ gives

$$
\eta_{\rm ext}=\frac{\eta_e}{D+\dfrac1B\left(\dfrac AN+CN\right)} .
$$

The density enters through the same combination as before, so the maximum is again at $N_0=\sqrt{A/C}$. Poor extraction lowers the maximum without moving it:

$$
\eta_{\rm ext}(N_0)=\frac{\eta_e}{D+\kappa},\qquad \kappa\equiv\frac{2\sqrt{AC}}{B}.
$$

The cost of trapping is easier to see in the reciprocal,

$$
\frac{1}{\eta_{\rm ext}(N_0)}=1+\frac{s(1-\eta_e)}{\eta_e}+\frac{\kappa}{\eta_e}.
$$

For each photon that escapes there are on average $1/\eta_e$ emissions. Each emission requires a live pair, which is exposed to nonradiative loss, hence $\kappa/\eta_e$. Of these emissions $(1-\eta_e)/\eta_e$ end in trapped photons, of which the share $s$ becomes heat. Reabsorption by the semiconductor is not itself a loss, but it multiplies the occasions for loss.

For the break-even condition, write the gain that is available before recombination and trapping losses as

$$
\theta=\eta_{\rm abs}\frac{\omega_f}{\omega}-1 .
$$

Cooling at density $N$ means $(1+\theta)\eta_{\rm ext}>1$. The denominator of $\eta_{\rm ext}$ is positive, so multiplying by it preserves the inequality:

$$
(1+\theta)\eta_e>\eta_e+s(1-\eta_e)+\frac1B\left(\frac AN+CN\right).
$$

Subtracting $\eta_e+s(1-\eta_e)$ and multiplying by $B$ gives

$$
\frac AN+CN<B\Delta,\qquad \Delta\equiv\eta_e\theta-s(1-\eta_e).
$$

The smallest value of the left side is $2\sqrt{AC}$. Some density therefore gives cooling if and only if $2\sqrt{AC}<B\Delta$, that is,

$$
\eta_e\left(\eta_{\rm abs}\frac{\omega_f}{\omega}-1\right)>s(1-\eta_e)+\frac{2\sqrt{AC}}{B}.
$$

This is the break-even condition; equality gives zero net cooling at $N_0$ and heating at every other density. It can be read as a limit on the defect rate. If $\Delta>0$, both sides of $2\sqrt{AC}<B\Delta$ are positive and may be squared, so

$$
A<A_{\max}=\frac{B^2\Delta^2}{4C}.
$$

If $\Delta\le0$, no positive $A$ suffices. The condition can also be read as a demand on extraction. Collecting the terms in $\eta_e$ gives $\eta_e(\theta+s)>s+\kappa$, and for $\theta+s>0$

$$
\eta_e>\eta_{e,\min}=\frac{s+\kappa}{\theta+s}.
$$

This threshold lies below one only if $\kappa<\theta$. When that fails, even complete extraction does not give cooling. If $\theta+s\le0$, the left side of the collected inequality is not positive while the right side is, and cooling is again impossible.

Without parasitic absorption of either kind, $s=0$ and $\eta_{\rm abs}=1$, the limit on the defect rate becomes

$$
A<\frac{(\eta_eB)^2}{4C}\left(\frac{\omega_f-\omega}{\omega}\right)^2 .
$$

In this limit, doubling the extraction efficiency at fixed $\omega_f$ allows a defect rate four times as large. The opposite limit is a material with very small $\kappa$ but finite $s$. The threshold then tends to $s/(\theta+s)$, so a perfect crystal still needs a minimum extraction, because trapped light heats the parasitic absorber.

For a numerical example take the round model parameters $A=10^4\ \mathrm{s^{-1}}$, $B=4\times10^{-10}\ \mathrm{cm^3\,s^{-1}}$ and $C=4\times10^{-30}\ \mathrm{cm^6\,s^{-1}}$. No electromagnetic quantity appears in the formulas, so Gaussian units reduce here to centimetres, seconds and ergs, with photon energies given in electronvolts. Let $\hbar\omega=1.400$ eV, $\hbar\omega_f=1.430$ eV, $\eta_e=0.20$, $s=0.001$ and $\eta_{\rm abs}=0.995$. The gain of 0.030 eV per photon is comparable with $k_BT=0.0259$ eV at 300 K, the scale of the thermal energy that carriers can take up from the lattice. The optimum density is

$$
N_0=\sqrt{\frac{10^4}{4\times10^{-30}}}\ \mathrm{cm^{-3}}=5.0\times10^{16}\ \mathrm{cm^{-3}} .
$$

Further, $\sqrt{AC}=2\times10^{-13}\ \mathrm{cm^3\,s^{-1}}$, so $\kappa=4\times10^{-13}/(4\times10^{-10})=0.001$. A single pair at $N_0$ emits with probability $1/1.001=0.9990$. With $D=0.20+0.001\times0.80=0.2008$, the external efficiency is lower:

$$
\eta_{\rm ext}(N_0)=\frac{0.20}{0.2008+0.0010}=0.9911 .
$$

The available gain is $\theta=0.995\times1.430/1.400-1=0.01632$, and hence

$$
\eta_c(N_0)=1.01632\times0.99108-1=0.0073 .
$$

The best efficiency is 0.73 % of the absorbed pump power. Break-even requires an external efficiency of $1/1.01632=0.9839$, so the margin is narrow. In the reciprocal formula, parasitic absorption of trapped light contributes $0.001\times0.80/0.20=0.004$ and nonradiative recombination $0.001/0.20=0.005$. Together they use up 0.009 of the available 0.0163.

The limits on material and extraction follow from $\Delta=0.20\times0.01632-0.0008=0.00246$. They are $A_{\max}=6.1\times10^4\ \mathrm{s^{-1}}$, about six times the assumed defect rate, and

$$
\eta_{e,\min}=\frac{0.001+0.001}{0.01632+0.001}=0.115 .
$$

With $s=0$ and $\eta_{\rm abs}=1$ the permitted $A$ would be $1.8\times10^5\ \mathrm{s^{-1}}$, so the two small parasitic absorptions reduce the tolerance for defects threefold. If extraction falls to $\eta_e=0.10$, then $D=0.1009$ and the best efficiency becomes $1.01632\times0.10/0.1019-1=-0.0026$. The sample is heated at every density, and no choice of pump intensity helps. A smooth slab of refractive index $n=3.6$ in air lies lower still: the escape cones of its two faces together hold only $1-\sqrt{1-1/n^2}=0.039$ of the emitted light, and the best efficiency would be $-3.2$ %. The value $\eta_e=0.20$ therefore presupposes some means of extraction, such as a high-index dome or a textured surface.

Above break-even, cooling occurs over a range of densities. Multiplying $A/N+CN<B\Delta$ by $N$ gives $CN^2-B\Delta N+A<0$, which holds between the roots

$$
N_\pm=\frac{B\Delta\pm\sqrt{B^2\Delta^2-4AC}}{2C}.
$$

Their product is $A/C=N_0^2$, so the optimum is the geometric mean of the edges. In the example $N_-=1.06\times10^{16}\ \mathrm{cm^{-3}}$ and $N_+=2.36\times10^{17}\ \mathrm{cm^{-3}}$, each a factor 4.7 from $N_0$. The symmetry holds for the whole efficiency curve, because replacing $N$ by $N_0^2/N=A/(CN)$ interchanges $A/N$ and $CN$. At $N_0/10$ and at $10N_0$ the efficiency is the same, $-1.26$ %, though defects cause most of the nonradiative loss in the first case and Auger recombination in the second.

The greatest efficiency is not the greatest cooling power. Inserting $G$ into $P$ and taking out $\hbar\omega/\eta_{\rm abs}$,

$$
P=\frac{\hbar\omega}{\eta_{\rm abs}}\left[(1+\theta)\eta_eBN^2-DBN^2-AN-CN^3\right]
=\frac{\hbar\omega}{\eta_{\rm abs}}\left[B\Delta N^2-AN-CN^3\right],
$$

since $(1+\theta)\eta_e-D=\Delta$. Setting the derivative of the bracket to zero gives $3CN^2-2B\Delta N+A=0$. The second derivative, $2B\Delta-6CN$, is negative at the larger root, which is therefore a local maximum:

$$
N_P=\frac{B\Delta+\sqrt{B^2\Delta^2-3AC}}{3C}.
$$

Below break-even $P$ is negative at every density, this root included, and tends to zero as $N\to0$; only above break-even is $N_P$ the density of greatest cooling power. When cooling is possible, $B\Delta>2\sqrt{AC}$. The square root then exceeds $\sqrt{AC}$, and $N_P>(2+1)\sqrt{AC}/(3C)=N_0$. The two densities merge at break-even. In the example $N_P=1.59\times10^{17}\ \mathrm{cm^{-3}}$, about three times $N_0$. The efficiency there has dropped to 0.35 %, but the absorbed power is about ten times larger. The cooling power density rises from $3.3\times10^{9}\ \mathrm{erg\,cm^{-3}\,s^{-1}}$ (330 W cm$^{-3}$) at $N_0$ to $1.6\times10^{10}\ \mathrm{erg\,cm^{-3}\,s^{-1}}$ (1.6 kW cm$^{-3}$) at $N_P$. These are rates per volume of excited material, at fixed temperature.

The position $\sqrt{A/C}$ rests on the assumption of constant coefficients. If $\eta_{\rm abs}$ and $\omega_f$ vary with density, the maximum of $1+\eta_c=\eta_{\rm abs}(\omega_f/\omega)\eta_{\rm ext}$ satisfies

$$
\frac{d\ln\eta_{\rm ext}}{dN}+\frac{d\ln\eta_{\rm abs}}{dN}+\frac{d\ln\omega_f}{dN}=0,
$$

provided the other parameters remain constant. Filling of the bands weakens the pump absorption that creates pairs. A simple model lets this absorption fall as $1-N/N_t$, with transparency at $N_t$, above a constant background absorption that is $b$ times its unfilled value:

$$
\eta_{\rm abs}(N)=\frac{1-N/N_t}{1-N/N_t+b}=\frac{1}{1+\dfrac{b}{1-N/N_t}} .
$$

This decreases with $N$. At $N_0$ the first logarithmic derivative is zero, and above $N_0$ it is negative. With $\omega_f$ fixed the sum is therefore negative at and above $N_0$, and the optimum must lie below $N_0$. For $N_t=10^{18}\ \mathrm{cm^{-3}}$ and $b=1/0.995-1$, numerical maximization over $\ln N$ gives an optimum at $4.7\times10^{16}\ \mathrm{cm^{-3}}$ and an efficiency of 0.70 %. The shift is about 5 % of $N_0$. The results at higher density are more sensitive. In the same model the greatest cooling power falls from 1.6 to 1.3 kW cm$^{-3}$ and moves to $1.41\times10^{17}\ \mathrm{cm^{-3}}$, the upper edge of the window falls to $2.08\times10^{17}\ \mathrm{cm^{-3}}$, and the efficiency at $10N_0$ becomes $-1.75$ %, so the symmetry about $N_0$ is lost.

A luminescence energy that rises with density acts in the opposite direction. For parabolic bands with masses $0.067$ and $0.50$ of the free-electron mass at 300 K, filling raises the mean emission energy by about 2.6 meV at $1.59\times10^{17}\ \mathrm{cm^{-3}}$, which is not negligible beside the gain of 30 meV. Shrinkage of the gap with carrier density works the other way, so the net sign is not fixed by this model. Absorption by free carriers, also omitted, makes the background grow with $N$. With a cross section $\sigma$ and a pump absorption coefficient $\alpha$ it adds $\sigma N/\alpha$ to $b$. For the illustrative values $\sigma=10^{-17}\ \mathrm{cm^2}$ and $\alpha=220\ \mathrm{cm^{-1}}$ this is 0.002 at $N_0$ and 0.007 at $N_P$, enough to turn the cooling at $N_P$ into heating. The window and the cooling power found above are properties of the constant-coefficient model, not predictions for a real crystal.

The threshold for $\eta_e$ has a similar restriction, since it was found at fixed $\omega_f$. If reabsorption removes the more energetic photons preferentially, a change of extraction also changes the mean energy of the escaping light, and the break-even condition must be solved with $\omega_f$ as a function of $\eta_e$.

With constant coefficients, an interior optimum also needs both nonradiative processes. For $A=0$ the external efficiency rises towards $\eta_e/D$ as $N\to0$; for $C=0$ it rises towards the same value as $N$ grows, until the constant-coefficient model itself fails. In either case $\kappa=0$, and the condition for cooling at some density within the model reduces to $\Delta>0$.

All numerical values are calculated from the stated model.
